# Transmission through a single-site barrier in a tight-binding chain

## Problem

An infinite chain has one orbital per site. Neighbouring sites are coupled by the matrix element $-t$ with $t>0$, and every onsite energy is zero except that of site $n=0$, which is $U$. Electrons do not interact, and they scatter elastically.

(a) Find the transmission probability $T(E)$ for an electron arriving from the left with an energy inside the band.

(b) Evaluate it at the band centre for $U=t$. What changes if the barrier becomes a well, $U=-t$? Which $U$ gives half transmission at the band centre?

(c) Follow $T$ towards the band edges, and find the state that a positive $U$ binds outside the band.

(d) Compare the lattice result with that of a continuum delta barrier.

(e) For $t=U=1$ eV and a Fermi level at the band centre, find the linear-response conductance at zero temperature and the correction at 300 K.

(f) Determine how the band-centre result moves if the barrier potential spreads to the neighbouring sites, if the bonds next to the barrier weaken, or if the hoppings of the chain alternate.

## Solution

### (a) Transmission at any energy in the band

**Waves in the uniform chain.** The stationary Schrödinger equation at site $n$ is

$$E\psi_n=U\delta_{n0}\psi_n-t(\psi_{n+1}+\psi_{n-1}).$$

Away from $n=0$, insert $\psi_n=e^{ikn}$, where $k$ is the phase advance per site. Dividing by $e^{ikn}$ gives

$$E=-t(e^{ik}+e^{-ik})=-2t\cos k .$$

The band runs from $-2t$ to $2t$, with its centre at $E=0$. Take $0<k<\pi$. The velocity in sites per unit time is $(1/\hbar)\,dE/dk=(2t/\hbar)\sin k$, which is positive, so $e^{ikn}$ travels to the right and $e^{-ikn}$ to the left.

**Matching.** A wave of unit amplitude arrives from the left:

$$\psi_n=e^{ikn}+re^{-ikn}\quad(n\le 0),\qquad \psi_n=\tau e^{ikn}\quad(n\ge 0).$$

Both expressions include $n=0$, where there is one amplitude $\psi_0$. Hence

$$1+r=\tau .$$

The equation at $n=0$ has not yet been used. It contains $\psi_1=\tau e^{ik}$ and

$$\psi_{-1}=e^{-ik}+re^{ik}=e^{-ik}+(\tau-1)e^{ik}=\tau e^{ik}-2i\sin k ,$$

because $e^{-ik}-e^{ik}=-2i\sin k$. Therefore

$$(E-U)\tau=-t\left(2\tau e^{ik}-2i\sin k\right).$$

Move the terms in $\tau$ to the left and use $E=-t(e^{ik}+e^{-ik})$:

$$\tau\left[-te^{ik}-te^{-ik}-U+2te^{ik}\right]=2it\sin k .$$

The exponentials combine to $t(e^{ik}-e^{-ik})=2it\sin k$, so

$$\tau=\frac{2it\sin k}{2it\sin k-U}=\frac{1}{1+i\gamma},\qquad \gamma=\frac{U}{2t\sin k}.$$

The last form follows on dividing numerator and denominator by $2it\sin k$ and using $-1/i=i$. The reflected amplitude is

$$r=\tau-1=-\frac{i\gamma}{1+i\gamma}.$$

**From amplitudes to probabilities.** Write $H$ for the right-hand side of the site equation, so that $i\hbar\dot\psi_n=(H\psi)_n$. Then

$$\frac{d|\psi_n|^2}{dt'}=\frac{2}{\hbar}\,\mathrm{Im}\left[\psi_n^*(H\psi)_n\right]=-\frac{2t}{\hbar}\,\mathrm{Im}\left[\psi_n^*\psi_{n+1}+\psi_n^*\psi_{n-1}\right],$$

where $t'$ is time; the onsite term is real and drops out. This is the inflow from the left bond minus the outflow through the right bond if the current from $n$ to $n+1$ is

$$J_{n\to n+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).$$

On the right of the barrier, $J=(2t/\hbar)\sin k\,|\tau|^2$. On the left, the two cross terms in $\psi_n^*\psi_{n+1}$ are complex conjugates of each other. Their sum is real and carries no current, which leaves $J=(2t/\hbar)\sin k\,(1-|r|^2)$. The incident current is $(2t/\hbar)\sin k$. The velocity factor is the same on both sides, so the transmission probability is $|\tau|^2$ and the reflection probability is $R=|r|^2$:

$$T=\frac{1}{1+\gamma^2},\qquad R=\frac{\gamma^2}{1+\gamma^2},\qquad T+R=1 .$$

If the two leads had different velocities, $|\tau|^2$ would need the ratio of those velocities as a factor.

With $4t^2\sin^2k=4t^2-4t^2\cos^2k=4t^2-E^2$, the result in terms of energy is

$$\boxed{T(E)=\frac{4t^2-E^2}{4t^2-E^2+U^2}}\qquad (|E|<2t).$$

### (b) The band centre

At $E=0$, $k=\pi/2$ and $\sin k=1$. For $U=t$ this gives $\gamma=1/2$, and

$$\tau=\frac{1}{1+i/2}=\frac{1-i/2}{1+1/4}=0.8-0.4i,\qquad r=\tau-1=-0.2-0.4i .$$

The probabilities are

$$T=0.8^2+0.4^2=0.64+0.16=0.8,\qquad R=0.2^2+0.4^2=0.04+0.16=0.2 .$$

The same value follows from $T=4t^2/(4t^2+t^2)=4/5$. The hopping cancels, so the answer depends on the ratio $U/t$ and not on the energy scale.

A well with $U=-t$ also gives $T=0.8$, because $U$ enters squared. What changes is the phase of $\tau$: it is $-\arctan\gamma=-26.6^\circ$ for the barrier and $+26.6^\circ$ for the well. Half transmission needs $\gamma=1$, which at the band centre means $|U|=2t$.

For $|U|\ll t$, the reflection at the band centre is approximately $U^2/4t^2$. For $|U|\gg t$, the transmission is approximately $4t^2/U^2$. This is a power law: for large $|U|$ the amplitude on the barrier site has the magnitude $|\tau|\approx2t/|U|$, and the wave beyond the barrier has the same magnitude.

**A check by wave-packet motion.** The result can be compared with the motion of a packet in a finite chain. Take 1201 sites with the barrier in the middle, and start from an amplitude proportional to $\exp[-(n+300)^2/4\sigma^2+i\pi n/2]$ with $\sigma=40$. The packet moves at $2t/\hbar$ sites per unit time. After a time $300\hbar/t$ it has covered 600 sites, and the probability found beyond the barrier is 0.799975.

The small deficit comes from the spread in $k$. Let $k=\pi/2+q$, so that $s=\sin^2k\approx1-q^2$. For $U=t$, $T=4s/(4s+1)$ and $dT/ds=4/(4s+1)^2=0.16$ at $s=1$. The packet has $\langle q^2\rangle=1/4\sigma^2=1.56\times10^{-4}$, so the mean transmission is lowered by $0.16\times1.56\times10^{-4}=2.5\times10^{-5}$. This accounts for the difference from 0.8.

### (c) Band edges and the bound state

For $U=t=1$ eV, the formula gives:

| $E$ (eV) | $T$ |
|---|---|
| 0 | 0.800 |
| ±0.5 | 0.789 |
| ±1.0 | 0.750 |
| ±1.5 | 0.636 |
| ±1.9 | 0.281 |

At $E=\pm1$ eV, for example, $T=(4-1)/(4-1+1)=0.75$. The curve is flat near the centre, where $E$ enters quadratically, and drops to zero at both edges for any fixed $U\ne0$. The reason is visible in $\gamma=U/(2t\sin k)$: the barrier energy is measured against $2t\sin k$, which is $\hbar$ times the velocity, and this vanishes at the edges.

At $E=U$ the electron's energy equals the barrier site's energy, yet $T$ is 0.75 and not 1. There is no resonance, because the term $U^2$ in the denominator of $T(E)$ does not depend on $E$ and so vanishes at no energy. In this chain, perfect transmission inside the band requires $U=0$.

A positive $U$ also binds a state above the band. Outside the band the wave must decay on both sides, and near the upper edge it alternates in sign. Try $\psi_n=(-1)^ne^{-\kappa|n|}$ with $\kappa>0$. Away from the barrier, the site equation gives

$$E=t(e^{\kappa}+e^{-\kappa}).$$

At $n=0$, both neighbours have amplitude $-e^{-\kappa}$, so

$$E=U+2te^{-\kappa}.$$

Equating the two expressions gives $t(e^\kappa-e^{-\kappa})=U$, that is, $2t\sinh\kappa=U$. Since $E=2t\cosh\kappa=2t\sqrt{1+\sinh^2\kappa}$,

$$E_b=\sqrt{4t^2+U^2}.$$

For $t=U=1$ eV this is $\sqrt5=2.236$ eV, which lies 0.236 eV above the band. The state is real up to an overall phase, so $\mathrm{Im}(\psi_n^*\psi_{n+1})=0$ and it carries no current.

### (d) The continuum delta barrier

Near the band bottom, $\cos k\approx1-k^2/2$, so $E+2t\approx tk^2$. This is the energy of a free particle with effective mass $m$ if $t=\hbar^2/2ma^2$, where $a$ is the site spacing. The barrier becomes $Ua\,\delta(x)$.

With position measured in sites, integrating the Schrödinger equation across the delta function gives a jump in slope of $(U/t)\psi(0)$. The slope is $ik\tau$ on the right and $ik(1-r)=ik(2-\tau)$ on the left, so

$$ik\tau-ik(2-\tau)=\frac{U}{t}\tau\quad\Longrightarrow\quad \tau=\frac{2ik}{2ik-U/t}=\frac{1}{1+iU/(2tk)} .$$

The transmission is therefore

$$T_{\rm cont}=\frac{1}{1+U^2/(4t^2k^2)} .$$

The lattice formula has $\sin k$ where this one has $k$. They agree for $k\ll1$. At equal $k$ in the range $0<k<\pi$, $\sin k<k$, so the continuum formula overestimates the transmission. At $k=\pi/2$ with $U=t$ it gives

$$T_{\rm cont}=\frac{1}{1+1/\pi^2}=0.908,$$

instead of 0.8. The wavelength there is four sites, too short for the parabolic approximation to the band.

### (e) Conductance

Let the chain join two reservoirs that absorb outgoing electrons without reflection. For one spin direction, right-moving states in an interval $dk$ have a density $dk/2\pi$ per site and a velocity $(1/\hbar)\,dE/dk$. Their product is a flux $dE/h$, from which the velocity has cancelled. A small voltage $V$ leaves an energy window $eV$ in which electrons enter from one side alone. Two spin directions then carry the current $2e\,(eV/h)\,T$, so at zero temperature

$$G=\frac{2e^2}{h}\,T(E_F).$$

With $2e^2/h=77.48$ µS and $T=0.8$,

$$G=0.8\times77.48\ \text{µS}=61.98\ \text{µS},\qquad \frac1G=16.13\ \text{k}\Omega .$$

Of this resistance, $0.8\times16.13=12.91$ kΩ would remain with $U=0$, since one perfect channel has the resistance $h/2e^2$. The barrier adds the other 3.23 kΩ.

**Temperature.** Call the temperature $\Theta$, and hold the chemical potential at the band centre. The transmission is then averaged with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. For $U=t$ and small $E$,

$$T(E)=1-\frac{t^2}{5t^2-E^2}\approx\frac45-\frac{E^2}{25t^2},$$

because $1/(5-x)\approx1/5+x/25$ for small $x$. The average of $E^2$ follows from the substitution $x=E/k_B\Theta$ and an expansion in powers of $e^{-x}$:

$$\frac{\langle E^2\rangle}{(k_B\Theta)^2}=2\int_0^\infty\frac{x^2e^{-x}}{(1+e^{-x})^2}dx=4\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}=\frac{\pi^2}{3}.$$

At 300 K, $k_B\Theta=0.02585$ eV, and the shift is

$$-\frac{\pi^2}{3}\,\frac{(0.02585)^2}{25}=-8.8\times10^{-5}.$$

Numerical averaging of the full $T(E)$ gives the same shift to these digits. The conductance therefore falls by $77.48\ \text{µS}\times8.8\times10^{-5}\approx0.007$ µS. Thermal smearing is negligible here because $k_B\Theta$ is much smaller than $t$, which sets the scale on which $T(E)$ varies when $U=t$. Scattering by lattice vibrations is a separate effect, absent from this model.

### (f) How robust is the value?

All three changes below are evaluated at $E=0$, where outgoing waves satisfy $\psi_{n+1}=i\psi_n$. On the left, $\psi_n=i^n+r\,i^{-n}$ for $n\le-1$. This gives $\psi_{-1}=-i+ir$ and $\psi_{-2}=-1-r$, hence

$$\psi_{-2}=i\psi_{-1}-2 .$$

The $-2$ represents the incoming wave.

**Potential on the neighbours.** Let sites $\pm1$ have onsite energy $u$. The equation at site 1 is $0=u\psi_1-t(\psi_0+i\psi_1)$, and the one at site $-1$ is $0=u\psi_{-1}-t(\psi_0+i\psi_{-1}-2)$. They give

$$\psi_1=\frac{t\psi_0}{u-it},\qquad \psi_{-1}=\frac{t(\psi_0-2)}{u-it}.$$

Define $D=t^2/(t^2+u^2)$, so that $t^2/(u-it)=D(u+it)$. The equation at site 0, $U\psi_0=t(\psi_1+\psi_{-1})$, becomes

$$\psi_0\left[U-2Du-2iDt\right]=-2D(u+it).$$

The transmission is $|\psi_1|^2=D|\psi_0|^2$. Since $D(u^2+t^2)=t^2$,

$$T=\frac{4D^2t^2}{(U-2Du)^2+4D^2t^2}.$$

For $u=0.1$ eV, $D=0.990$ and $U-2Du=0.802$ eV, which gives $T=0.859$. The wider repulsive potential transmits more than the single site. To first order in $u$, the neighbours lower the effective energy of the central site by $2u$, while $D$ changes only at second order. The gain holds at the band centre when $u$ is small against $t$, has the same sign as $U$ and is smaller than $U$ in magnitude, so that $|U-2u|<|U|$.

**Weaker bonds beside the barrier.** Set $u=0$ and let both bonds to site 0 have strength $h_b$ instead of $t$. The equations at sites $\pm1$ are $0=-h_b\psi_0-it\psi_1$ and $0=-h_b\psi_0-t(i\psi_{-1}-2)$, so

$$\psi_1=\frac{ih_b}{t}\psi_0,\qquad \psi_{-1}=\frac{i}{t}(h_b\psi_0-2t).$$

Then $U\psi_0=h_b(\psi_1+\psi_{-1})$ gives $\psi_0(U-2ih_b^2/t)=-2ih_b$, and

$$T=|\psi_1|^2=\frac{h_b^2}{t^2}|\psi_0|^2=\frac{4h_b^4}{4h_b^4+U^2t^2}.$$

For $h_b=0.9$ eV, $T=2.624/3.624=0.724$. A 10% change in the bonds matters because $h_b$ enters to the fourth power.

**Alternating hoppings.** Suppose the hoppings alternate between $t_1=1.02$ eV and $t_2=0.98$ eV. With two sites per cell and a phase $q$ per cell, the amplitudes $A$ and $B$ obey $EA=-(t_1+t_2e^{-iq})B$ and $EB=-(t_1+t_2e^{iq})A$. Multiplying the two equations gives

$$E^2=t_1^2+t_2^2+2t_1t_2\cos q .$$

The minimum, at $q=\pi$, is $(t_1-t_2)^2$. A gap of $2|t_1-t_2|=0.08$ eV therefore opens at the band centre, and an infinite alternating chain has no propagating state there.

A finite alternating section between uniform leads still transmits. Let the alternation include the two bonds that join the section to the leads, so that a section of $N$ sites has $N+1$ alternating bonds. With the barrier at its middle, a section of 21 sites then gives $T=0.686$, and one of 401 sites gives $4.1\times10^{-7}$. The second number follows from decay. At $E=0$ and without the barrier, the site equation links every second site by a factor of magnitude $t_2/t_1=0.961$ on one sublattice and $t_1/t_2$ on the other. Over the 201 pairs of bonds these factors build up to $x=(t_2/t_1)^{201}$ and $1/x$, and matching to the leads gives $T=4/(x+1/x)^2\approx4x^2$. With $x^2=(0.98/1.02)^{402}=1.04\times10^{-7}$ this is $4.1\times10^{-7}$, and the barrier does not change the value to these digits. At the band centre, a long alternating section with these hoppings thus suppresses the transmission almost completely. This applies to energies around the middle of the gap. Near the lower edge of the gap, at about $-0.036$ eV, the barrier site binds a state through which electrons can still cross a section of 401 sites. At 300 K, $k_B\Theta=0.026$ eV is comparable with the half-gap of 0.04 eV, so electrons with energies outside the gap still contribute to the conductance.

### Relation to real contacts

A comparable real case is a metallic contact one atom wide, such as a short chain of gold atoms, where conduction is carried mainly by one channel and the conductance is roughly $2e^2/h$. The values of 1 eV for the hopping and the site shift are illustrative and are not fitted to a particular chain or foreign atom. The altered bonds between a foreign atom and its neighbours are also left out of the main result. In a real contact the disturbance need not stay on one site. The 10% changes above move $T$ from 0.80 to 0.86 or 0.72, so even the first decimal of 0.8 is uncertain there. Electron interactions, further orbitals and finite bias are left out, and their effect is not estimated here. The model also does not describe a Schottky barrier, which extends over many sites and has a semiconductor on one side. The numerical output lists the main values used above.

## Computed results

```
Hopping t = 1.000 eV
Barrier site energy U = 1.000 eV
Band edges = -2.000 and 2.000 eV
tau at E=0: real 0.800000, imaginary -0.400000
r at E=0: real -0.200000, imaginary -0.400000
Phase of tau at E=0 = -26.565 degrees
Transmission T at E=0 = 0.800000 (no unit)
Reflection R at E=0 = 0.200000 (no unit)
T at E=0 from wave packet = 0.799975 (no unit)
Wave packet width parameter = 40 sites
T at E=0 for U = -t: 0.800000 (no unit)
T at E=0 for U = 2t: 0.500000 (no unit)
T at E = +/-0.5 eV: 0.789474
T at E = +/-1.0 eV: 0.750000
T at E = +/-1.5 eV: 0.636364
T at E = +/-1.9 eV: 0.280576
Bound state energy above band = 2.236068 eV
Continuum delta-barrier T at k=pi/2 = 0.908000
Conductance quantum 2e^2/h = 77.4809 microsiemens
Conductance G at zero temperature = 61.9847 microsiemens
Resistance 1/G = 16.1330 kiloohm
Temperature = 300 K, kT = 0.025852 eV
Thermally averaged T = 0.799912 (no unit)
Thermal change of T = -8.811e-05 (no unit)
Neighbour tail u = 0.100 eV: T = 0.859088
Adjacent hoppings h = 0.900 eV: T = 0.724092
Alternating hoppings = 1.020 and 0.980 eV
Gap of alternating chain = 0.080000 eV
T at E=0, barrier in 21-site alternating section = 0.686493
T at E=0, barrier in 401-site alternating section = 4.146e-07
```
